# How many tunnel junctions can one bit line count?

## Problem

Several magnetic tunnel junctions are connected in parallel between one bit line and ground. All see the same read voltage, so the bit line carries the sum of their currents. A junction whose two magnetic layers are parallel has mean conductance 1, in units of the parallel-state conductance. An antiparallel junction has mean conductance \(r=0.4\). Fabrication gives every conductance an independent random deviation with relative standard deviation \(s=0.05\).

The sense circuit compares the total current with fixed thresholds and reports \(k\), the number of parallel junctions among the \(N\) on the line. It is not told which junctions are parallel, and it has not been calibrated to the individual column. Counting is called exact at \(z=3\) standard deviations if every level lies at least \(3\sigma\) from each threshold beside it, where \(\sigma\) is the standard deviation of that level. This must hold for every \(k\) from 0 to \(N\).

What is the largest \(N\) that can be counted exactly in this sense? Does the answer depend on where the thresholds are placed?

## First estimate by scaling

Switching one junction from antiparallel to parallel raises the total by \(1-r=0.6\), however many junctions share the line. The signal step therefore does not grow with \(N\). The random part does: independent deviations add in quadrature, so \(N\) junctions of conductance about 1 give a spread of about \(s\sqrt N\).

A threshold halfway between two levels leaves room \((1-r)/2\) on each side. Setting this equal to \(z\) standard deviations gives

\[
z s\sqrt N\approx\frac{1-r}{2}
\quad\Longrightarrow\quad
N\approx\frac{L^2}{4},\qquad L\equiv\frac{1-r}{zs}.
\]

Here \(L=0.6/(3\times0.05)=4\), so \(N\approx4\). The estimate falls on an integer, which is an awkward place for it. A small correction downward would leave three junctions, and it is not yet clear whether better thresholds could admit a fifth. The estimate also treated all junctions as parallel and put the threshold at the midpoint without justification.

## Exact solution

**Levels and spreads.** With \(k\) parallel and \(N-k\) antiparallel junctions, the mean total is

\[
\mu_k=k+(N-k)r=Nr+(1-r)k .
\]

A parallel junction has standard deviation \(s\), and an antiparallel one has \(sr\), because the spread is relative. Variances of independent quantities add:

\[
\sigma_k^2=s^2\left[k+(N-k)r^2\right]
=s^2\left[Nr^2+(1-r^2)k\right].
\]

Since \(r<1\), \(\sigma_k\) increases with \(k\). The levels are evenly spaced but become broader towards the all-parallel end, so that end decides the limit. These two formulas require no Gaussian distribution.

**Midpoint thresholds.** Each level must satisfy \(z\sigma_k\le(1-r)/2\). The broadest level is \(k=N\), with \(\sigma_N=s\sqrt N\). It has a threshold below it, so the condition applies to it:

\[
zs\sqrt N\le\frac{1-r}{2}
\quad\Longleftrightarrow\quad
N\le\frac{L^2}{4}=4 .
\]

Four junctions satisfy this with equality: \(3\sigma_4=3\times0.05\times2=0.3\), which is half of 0.6. They pass, but with no reserve.

**Freely placed thresholds.** A threshold \(t\) between levels \(k\) and \(k+1\) must obey

\[
\mu_k+z\sigma_k\le t\le\mu_{k+1}-z\sigma_{k+1}.
\]

Such a \(t\) exists if and only if the left end does not exceed the right end. Because \(\mu_{k+1}-\mu_k=1-r\), this means

\[
z(\sigma_k+\sigma_{k+1})\le1-r .
\]

The left side increases with \(k\), so the hardest pair is \(k=N-1\) and \(k+1=N\). Their variances are

\[
\sigma_N^2=s^2N,\qquad
\sigma_{N-1}^2=s^2(N-1+r^2).
\]

Dividing the condition by \(zs\) gives

\[
\sqrt N+\sqrt{N-1+r^2}\le L .
\]

The left side is 3.7776 for \(N=4\) and 4.2757 for \(N=5\), while \(L=4\). It increases with \(N\), so all larger numbers fail as well. The largest permitted number is four. One, two and three junctions can also be counted. Moving the thresholds gives four junctions some reserve, but no choice of thresholds admits a fifth.

**Closed form.** Let \(N^*\) be the real number at which equality holds, and write \(a=\sqrt{N^*}\) and \(b=\sqrt{N^*-1+r^2}\). Then

\[
a+b=L,\qquad a^2-b^2=1-r^2 .
\]

Since \(a^2-b^2=(a-b)(a+b)\), the difference is \(a-b=(1-r^2)/L\). Adding this to the first equation gives \(2a=L+(1-r^2)/L\), and therefore

\[
N^*=\frac14\left(L+\frac{1-r^2}{L}\right)^2,\qquad
N_{\max}=\lfloor N^*\rfloor .
\]

At \(N=1\) the left side of the counting condition is \(1+r\). The closed form thus applies when \(L\ge1+r\); otherwise even a single junction cannot be read at the required distance. For the given numbers,

\[
N^*=\frac14\left(4+\frac{0.84}{4}\right)^2=\frac{4.21^2}{4}=4.431,
\qquad N_{\max}=4 .
\]

This was tested without the variance formula. Each junction was given a deviation of \(+s\) or \(-s\), all combinations were enumerated for up to ten junctions, and the largest workable \(N\) was found directly. The enumeration gave 4 for the stated parameters. For \((r,s,z)=(0.3,0.05,3)\) it gave 5, and for \((0.4,0.05,2)\) it gave 9, in agreement with \(N^*=5.909\) and \(9.425\).

## Comparison of the two

Expanding the square shows what the estimate omitted:

\[
N^*=\frac{L^2}{4}+\frac{1-r^2}{2}+\frac{(1-r^2)^2}{4L^2}
=4+0.42+0.011 .
\]

The first term is the scaling estimate, which is also the exact limit for midpoint thresholds. The others are the gain from moving each threshold towards the narrower of its two levels. Using \(L\ge1+r\) in the last term bounds this gain:

\[
N^*-\frac{L^2}{4}\le\frac{1-r^2}{2}+\frac{(1-r)^2}{4}
=\frac{(1-r)(3+r)}{4}<\frac34 .
\]

Better thresholds can therefore add at most one junction. Here they add none, because 4 and 4.431 have the same integer part. With \(s=0.08\) and the other parameters unchanged, \(L=2.5\) and the estimate is 1.56, so midpoint thresholds permit one junction. The exact value is \(N^*=2.011\), and two can be counted.

Two limits show what controls the count. For small spread \(L\) is large and \(N^*\approx L^2/4\), so halving \(s\) roughly quadruples the count. For perfect contrast, \(r\to0\), \(L\) becomes \(1/(zs)\) and

\[
N^*\to\frac14\left(\frac1{zs}+zs\right)^2
=\frac14\left(\frac1{0.15}+0.15\right)^2\approx11.6 .
\]

At 5 percent spread, even junctions that block all current in the antiparallel state could be counted only up to eleven.

## A four-junction line in numbers

Take a parallel resistance of 5 kΩ and a read voltage of 0.1 V. A parallel junction carries \(0.1\ \text{V}/5\ \text{k}\Omega=20\ \mu\text{A}\), and an antiparallel one carries \(0.4\times20=8\ \mu\text{A}\). The levels for \(k=0,\dots,4\) are 32, 44, 56, 68 and 80 µA. Their standard deviations are 0.800, 1.217, 1.523, 1.778 and 2.000 µA.

A natural choice is the balanced threshold, equally many standard deviations from both neighbours:

\[
\frac{t_k-\mu_k}{\sigma_k}=\frac{\mu_{k+1}-t_k}{\sigma_{k+1}}
\quad\Longrightarrow\quad
t_k=\frac{\sigma_{k+1}\mu_k+\sigma_k\mu_{k+1}}{\sigma_k+\sigma_{k+1}} .
\]

For the top pair this gives

\[
t_3=\frac{2.000\times68+1.778\times80}{3.778}\ \mu\text{A}=73.65\ \mu\text{A},
\]

compared with 74 µA at the midpoint. The common distance is \((1-r)/(\sigma_3+\sigma_4)\), or \(12/3.778=3.18\) standard deviations. For five junctions the corresponding distance is 2.81.

If the deviations are Gaussian, these distances become error rates. With midpoint thresholds the all-parallel pattern of four junctions is misread with probability \(1.35\times10^{-3}\); for five junctions it is \(3.65\times10^{-3}\). The limit of four is thus a consequence of the chosen criterion. The error rate rises steadily with \(N\), and there is no sudden failure at five.

The spread is frozen in at fabrication, so a given column tends to misread the same patterns at each read. Only patterns whose current lies very close to a threshold can change with the read noise. A more practical quantity is the share of columns that misread at least one of their \(2^N\) patterns. One million random columns were sampled for each case, with each junction keeping the same relative deviation in both states. With midpoint thresholds the share is about \(2.5\times10^{-3}\) for four junctions and \(8.5\times10^{-3}\) for five, with a sampling uncertainty of about one unit in the last digit. If the deviations in the two states are independent instead, the shares rise to about \(3.5\times10^{-3}\) and \(1.5\times10^{-2}\). Three standard deviations per level is therefore a weaker promise than the same error rate per column.

Balanced thresholds do not improve this share: it is \(2.6\times10^{-3}\) for four junctions and \(9.0\times10^{-3}\) for five. Lowering the top threshold helps the single all-parallel pattern but harms the \(N\) patterns with one antiparallel junction.

## When the spread is not independent

Suppose any two junctions have correlation \(\rho\) between their relative deviations, as when barrier thickness drifts across a wafer. With mean conductances \(g_i\),

\[
\sigma^2=s^2\Big[\sum_i g_i^2+\rho\sum_{i\ne j}g_ig_j\Big]
=s^2\Big[(1-\rho)\sum_i g_i^2+\rho\Big(\sum_i g_i\Big)^2\Big].
\]

For \(\rho=1\) this reduces to \(\sigma_k=s\mu_k\). For an all-parallel line the spread then grows as \(N\) instead of \(\sqrt N\). The condition on the top pair becomes \(\mu_N+\mu_{N-1}\le L\). Since \(\mu_N=N\) and \(\mu_{N-1}=N-(1-r)\),

\[
N\le\frac{L+1-r}{2}=2.3 .
\]

Two junctions remain. For four junctions, the condition with general \(\rho\) is

\[
\sqrt{4+12\rho}+\sqrt{3.16+8.4\rho}\le4,
\]

which holds up to \(\rho=0.043\). With fixed thresholds, any correlation above about 4.3 percent removes the fourth junction.

## Relation to real junctions

The parameters lie in the rough regime of junctions with a magnesium oxide barrier: diameter 50 nm, resistance–area product 9.8 Ω µm² and magnetoresistance \(1/r-1=150\) percent. Besides independence, treated above, the model assumes a fixed \(r\) and the same relative spread in both states. In real junctions the magnetoresistance also varies from one to the next, which can widen the antiparallel spread. With the parallel spread kept at 5 percent, this lowers the limit of four once the antiparallel spread exceeds 12.5 percent. With free thresholds and 5 percent spread, four junctions require \(r\le0.432\), or a magnetoresistance of at least about 131 percent. If warming removes 15 percent of the magnetoresistance, an assumed figure, then \(r=0.440\) and the limit falls to three. For four junctions, the ratio must therefore stay at or below 0.432 at the operating temperature.

The same bound applies at the read voltage. Suppose 0.4 is the zero-bias value and the magnetoresistance falls as \(1/[1+(V/V_h)^2]\), with \(V_h=0.5\) V. At 0.1 V, \(r\) is then 0.409. Four junctions still pass with free thresholds, but midpoint thresholds fail, since half the step is 0.295 and \(3\sigma_4\) is 0.3.

**Series resistance.** An access transistor of 1 kΩ in each cell, with an independent 10 percent spread, raises the conductance ratio of the whole path to 0.444. The limit nevertheless stays at four. The transistor also dilutes the junction's variation, and the path spreads are 4.49 percent (parallel) and 4.69 percent (antiparallel), so the bound \(r\le0.432\) for 5 percent spread does not apply.

A resistance \(R_L\) shared by the whole line acts differently. For total conductance \(G\) the current is

\[
I=\frac{VG}{1+R_LG},
\]

which increases with \(G\). Each conductance threshold therefore corresponds to one current threshold, and the count is preserved if the thresholds are recalculated. If they are not, 50 Ω lowers the top level from 80 to 76.92 µA and leaves it 1.58 standard deviations from the old 74 µA threshold.

**Sense circuit.** The top threshold may lie between \(68+3\times1.778=73.33\) µA and \(80-3\times2=74\) µA. A threshold at the middle of this window tolerates a fixed comparator offset of about 0.33 µA either way. The balanced threshold lies slightly below the middle and tolerates about 0.31 µA downward and 0.35 µA upward. Thermal and shot noise in a 100 MHz bandwidth at 300 K amounts to 0.052 µA, small beside the 2 µA spread. Midpoint thresholds have no reserve at all, so strictly even this noise breaks their three-sigma condition.

**Stress during reading.** The read current could reverse a junction. In the simplest thermal-activation estimate, which assumes a barrier falling linearly with current, the probability is

\[
p\approx\frac{t_p}{\tau_0}\exp\left[-\Delta\left(1-\frac{I}{I_c}\right)\right].
\]

With pulse length \(t_p=10\) ns, attempt time \(\tau_0=1\) ns, energy barrier \(\Delta=60\) in units of \(k_BT\), \(I=20\) µA and critical current \(I_c=50\) µA, this gives \(2.3\times10^{-15}\) per read for a parallel junction at its mean current. Averaging over the 5 percent conductance spread roughly doubles the value. The linear barrier is an optimistic assumption. For a single-domain layer with perpendicular magnetisation, the usual case for a round 50 nm junction, the barrier falls as \(\Delta(1-I/I_c)^2\), and the same inputs give \(4\times10^{-9}\). A pulse as short as 10 ns may end before this rate is reached: the Fokker–Planck equation of such a layer gives \(3\times10^{-9}\), \(8\times10^{-11}\) and \(3\times10^{-15}\) for damping times of 1, 2 and 5 ns. All these values lie far below the misread rates of order \(10^{-3}\). The field across a 1 nm barrier is 1 MV/cm, against a rough breakdown field of 10 MV/cm. As long as the shared line resistance is negligible, neither figure depends on \(N\), because every junction sees the same voltage however many share the line. For these assumed values the count is therefore set by the conductance spread. Reversals accumulate with repeated reading, and here the form of the barrier decides. With the linear barrier the expected number per parallel junction after \(10^{12}\) reads is about 0.005. At \(4\times10^{-9}\) per read a reversal is expected after a few times \(10^{8}\) reads.

## Computed results

```
Inputs: ratio r = 0.4, relative spread s = 0.05, sigmas z = 3
Level spacing: 0.60; L = 4.000
Midpoint thresholds, permitted N (enumerated): [1, 2, 3, 4]
Free thresholds: N* = 4.431, enumerated limit = 4
N = 3: sqrt(N) + sqrt(N-1+r^2) = 3.2017
N = 4: sqrt(N) + sqrt(N-1+r^2) = 3.7776
N = 5: sqrt(N) + sqrt(N-1+r^2) = 4.2757
Other case r, s, z = (0.5, 0.04, 3): N* = 4.723, limit = 4
Other case r, s, z = (0.3, 0.05, 3): N* = 5.909, limit = 5
Other case r, s, z = (0.4, 0.05, 2): N* = 9.425, limit = 9
Other case r, s, z = (0.6, 0.05, 3): N* = 2.112, limit = 2
Other case r, s, z = (0.4, 0.08, 3): N* = 2.011, limit = 2
Errors: top-level distance (sigma), its tail, share of columns with any misread
  N = 4, midpoint: 3.000, 1.35e-03, 2.5e-03
  N = 4, balanced: 3.177, 7.45e-04, 2.6e-03
  N = 5, midpoint: 2.683, 3.65e-03, 8.5e-03
  N = 5, balanced: 2.807, 2.50e-03, 9.0e-03
Fully common spread: limit = 2 cells
Largest pair correlation permitting four cells: 0.043
Largest r permitting four cells: 0.4322 (TMR 131 %)
Device: R_P = 5.0 kohm, R_AP = 12.5 kohm, TMR = 150 %
Diameter 50 nm, barrier 1 nm, RA = 9.8 ohm um2
Read voltage 0.1 V; cell currents 20.0 and 8.0 uA
  N = 4, k = 0: mean 32.0 uA, sigma 0.800 uA
  N = 4, k = 1: mean 44.0 uA, sigma 1.217 uA
  N = 4, k = 2: mean 56.0 uA, sigma 1.523 uA
  N = 4, k = 3: mean 68.0 uA, sigma 1.778 uA
  N = 4, k = 4: mean 80.0 uA, sigma 2.000 uA
Midpoint thresholds (uA): [38.0, 50.0, 62.0, 74.0]
Balanced thresholds (uA): [36.76, 49.33, 61.54, 73.65]
Access transistor 1 kohm, spread 10 %: path ratio 0.444, limit 4
  path spreads: parallel 4.49 %, antiparallel 4.69 %
Shared line 50 ohm: top level 76.92 uA, distance to old midpoint 1.58 sigma
Fixed comparator offset allowed at balanced top threshold: 0.334 uA
Thermal and shot noise, 100 MHz, 300 K: 0.052 uA
If 0.4 holds at zero bias (half-value voltage 0.5 V): r = 0.4094, limit 4
If heating removes 15 % of TMR: r = 0.4396, limit 3
Read disturb inputs: barrier 60 kT, critical current 50 uA, pulse 10 ns, attempt time 1 ns
Read disturb probability per cell and read: 2.3e-15
Barrier field 1.0 MV/cm; rough breakdown field 10 MV/cm
```
